Magnetic-dipole decay inside a 2P term: the Fe XIV green line

**Problem**

The ion Fe XIV has one 3p electron outside closed shells. Its lowest configuration gives one term, 2P, which spin-orbit coupling splits into a lower level with J = 1/2 and an upper level with J = 3/2. The upper level decays to the lower one with emission of light at 5303 Å. Define the line strength by

S = Σ |⟨1/2 M'|L_i + 2S_i|3/2 M⟩|²,

where the sum runs over M, M' and the three Cartesian components i. Find S and the rate of spontaneous magnetic-dipole decay. Then estimate whether electric-quadrupole emission matters.

The algebra uses atomic units: ħ = m = e = 1 and c = 1/α, with α the fine-structure constant. The Bohr magneton is then 1/2, and the definition above measures S in squared Bohr magnetons. The symbol S with an index, or in a product such as S·J, is the electron spin; S standing alone as a number is the line strength. The spin g-factor is taken as 2 at first. Both levels are assumed to be pure 2P with the same 3p radial function, so the radial overlap is 1. The closed shells carry no angular momentum and add nothing.

**A tempting solution that fails**

The magnetic moment of an atomic level is known from the Zeeman effect. It is −(1/2)g_J J, where

g_J = 1 + [J(J+1) + S(S+1) − L(L+1)] / [2J(J+1)],

and S = 1/2 and L = 1 are here the quantum numbers. For the decaying level, J = 3/2, this gives

g_J = 1 + (15/4 + 3/4 − 2)/(15/2) = 4/3.

One then replaces L + 2S by g_J J, squares it, and sums over the four upper sublevels:

S = 4 g_J² J(J+1) = 4 · (16/9) · (15/4) = 80/3.

The magnetic-dipole rate, derived below, is α⁵ω³S/12 for a level with four sublevels. With this strength it comes to about 1206 s⁻¹.

**Where it goes wrong**

The replacement of L + 2S by g_J J holds for matrix elements between states of the same level. The reason shows the restriction. Let V be any vector operator, so that [J_x, V_y] = iV_z and so on cyclically, and write V₊ = V_x + iV_y and J± = J_x ± iJ_y. The commutators give

[J_z, V₊] = V₊,  [J₊, V₊] = 0,  [J₋, V₊] = −2V_z.

By the first, V₊ raises M by one. Inside a single level there is one state for each M, so V₊|M⟩ must be a multiple c_M of J₊|M⟩. By the second, V₊J₊|M⟩ = J₊V₊|M⟩, which makes c_{M+1} = c_M. There is thus one constant c, and V₊ = cJ₊ inside the level. The third relation, with [J₋, J₊] = −2J_z, then gives V_z = cJ_z. For a Hermitian V the constant is real, and the adjoint of V₊ = cJ₊ supplies the remaining component. Hence V = cJ, but the argument has used one level throughout.

Between two levels the replacement fails completely. Since J_i commutes with J²,

0 = ⟨1/2 M'|J²J_i − J_iJ²|3/2 M⟩ = (3/4 − 15/4)⟨1/2 M'|J_i|3/2 M⟩,

and the last matrix element must vanish. Used consistently, g_J J would give no decay at all. The number 80/3 is the strength connecting the upper level with itself, where no energy is released. In the vector picture, g_J J is the part of the moment along J, and the decay is driven by what the projection throws away.

**The line strength**

Since J = L + S,

L + 2S = J + S.

The first term has just been shown not to connect the levels. The whole line strength therefore comes from the spin:

S = Σ |⟨1/2 M'|S_i|3/2 M⟩|².

Instead of constructing the coupled states, start from one lower state |b⟩ and ask where the spin operator can take it. The operators S_i act on the spin alone, so they stay within the six states of the p shell. Those six states are the two of J = 1/2 and the four of J = 3/2. Completeness gives

Σ_i Σ_f |⟨f|S_i|b⟩|² = ⟨b|S_x² + S_y² + S_z²|b⟩ = 3/4,

with f running over all six.

The part that stays in J = 1/2 follows from the projection rule, which is legitimate here because both states belong to one level. There S_i = cJ_i. To find c, take the scalar product with J. The operator J_i does not leave the level, so ⟨S·J⟩ = cJ(J+1). On the other hand L = J − S, and since S·J = J·S,

L² = J² + S² − 2S·J,

S·J = (J² + S² − L²)/2 = (3/4 + 3/4 − 2)/2 = −1/4.

Therefore

c = (−1/4)/(3/4) = −1/3.

The minus sign says that in the lower level the spin points on average against J. The strength that stays inside the level is, for one lower state,

c²J(J+1) = (1/9)(3/4) = 1/12.

The rest leads to the upper level:

3/4 − 1/12 = 2/3.

The operators S_i are Hermitian, so the squared elements are the same read upward or downward. With two lower states,

S = 2 · (2/3) = 4/3.

The rate needs the share of one upper sublevel. Summing over all components i and all lower states gives an operator on the upper level that is unchanged by rotations. It commutes with J_z, which makes it diagonal in M, and with J±, which makes its diagonal elements equal. Each of the four upper sublevels thus has strength 1/3, and all decay at the same rate.

The failed solution can now be turned into an independent check. For an upper state the full square of the moment operator is

(J + S)² = J² + 2S·J + S² = 15/4 + 5/2 + 3/4 = 7,

because S·J = (15/4 + 3/4 − 2)/2 = 5/4 in that level. The part along J accounts for g_J²J(J+1) = 20/3. What remains is 7 − 20/3 = 1/3, again the strength per upper sublevel. The tempting solution kept the 20/3 and dropped the 1/3 that causes the decay.

**The coupling to the photon**

Electric-dipole emission needs a matrix element of the position r, which is odd under inversion. Both levels belong to the same configuration and have the same parity, so the element vanishes. The next order in the photon wave vector k is needed.

A photon mode in a box of volume V, with unit polarization vector e perpendicular to k, has the vector potential

A = N[e exp(ik·r) a + e exp(−ik·r) a†].

The constant N follows from the field energy. In these units the energy density is (E² + c²B²)/(8π), and its two parts contribute equally. With n photons the mean of E² is ω²N²(2n+1). Setting the energy equal to ω(n + 1/2) gives

(V/4π) ω²N²(2n+1) = ω(2n+1)/2,  so  N² = 2π/(ωV).

The electron has charge −1, so the field enters through p → p + A, and the spin adds S·B with B = curl A. If the Hamiltonian were p²/2 plus a potential, the terms linear in A would be A·p + S·B. But the splitting ω comes from the spin-orbit term f(r) S·(r×p) = f(r)(S×r)·p, and there too p becomes p + A. This adds f A·(S×r). Together the two orbital couplings are A·v, where

v = p + f S×r = i[H, r]

is the velocity belonging to the Hamiltonian H made of p²/2, the potential and the spin-orbit term. Other relativistic terms of order α², such as the p⁴ correction to the kinetic energy, are left out of H.

For emission, take the part with exp(−ik·r) ≈ 1 − ik·r. The leading term e·v is odd under inversion and vanishes. The next orbital term is −i(k·r)(e·v), and the spin term is −i(k×e)·S. Split the orbital product into antisymmetric and symmetric parts:

(k·r)(e·v) = (1/2)[(k·r)(e·v) − (e·r)(k·v)] + (1/2)[(k·r)(e·v) + (e·r)(k·v)].

The first bracket is (k×e)·(r×v). Here r×v is L plus a spin-orbit correction f r×(S×r). Since f is proportional to α², this is a small relativistic change of the moment, and it is dropped. For the 3p electron of Fe XIV the mean of f r² is about 10⁻³. The one-electron relativistic corrections of this order, taken together as in the Dirac equation for the electron in the field of the core, lower S by about 0.1 per cent. The second bracket is i[H, (k·r)(e·r)]; the order of factors does not matter because k and e are perpendicular. Between the initial and final states the commutator gives i(E_f − E_i) = −iω. With n = k/|k| and |k| = αω, the emission operator becomes

W = −iNαω { (1/2)(n×e)·(L + 2S) − (iω/2)(n·r)(e·r) }.

The first term is the magnetic dipole, M1, and the second the electric quadrupole, E2.

**The magnetic-dipole rate**

The number of modes per unit energy in a solid angle dΩ is Vk²dΩ/[(2π)³c]. The golden rule multiplies this by 2π|W|². Collecting factors,

2π · N²k² · Vk²/[(2π)³c] = k⁴/(2πωc) = α⁵ω³/(2π),

so that

A = [α⁵ω³/(2π)] ∫dΩ Σ |{…}|²,

where the sum covers the two polarizations and the final states, and {…} is the matrix element of the curly bracket in W.

For M1, let m = (1/2)⟨f|L + 2S|i⟩. The two vectors n×e are again perpendicular to n and to each other, so the polarization sum is |m|² − |n·m|². The average of |n·m|² over directions is |m|²/3, hence

∫dΩ (|m|² − |n·m|²) = 4π(1 − 1/3)|m|² = (8π/3)|m|².

If the upper level has g sublevels, the sum of |m|² over final states is S/(4g). The factor 1/4 is the squared Bohr magneton. The rate is

A(M1) = [α⁵ω³/(2π)] (8π/3) S/(4g) = α⁵ω³S/(3g).

With S = 4/3 and g = 4,

A(M1) = α⁵ω³/9.

**Numbers for Fe XIV**

The wavelength is an input. It corresponds to a photon energy of 2.33800 eV, and division by 27.211386 eV gives ω = 0.0859200. With ω³ = 6.34282 × 10⁻⁴ and α⁵ = 2.06932 × 10⁻¹¹,

A(M1) = (2.06932 × 10⁻¹¹)(6.34282 × 10⁻⁴)/9 = 1.45837 × 10⁻¹⁵ atomic units.

The atomic unit of time is 2.418884 × 10⁻¹⁷ s, so

A(M1) = 60.29 s⁻¹.

The lifetime, if this is the one decay path, is 1/A = 0.0166 s. An excited ion can wait that long if collisions are rare. In a dense plasma, where collisions remove the excitation of an ion at a rate far above 60 per second, only a small fraction of the excitations end in emission of this line, although the radiative rate of each excited ion is unchanged.

Two small changes show how many digits deserve trust. First, the free-electron g-factor is g_s = 2.002319 rather than 2. Then L + g_sS = J + (g_s − 1)S, and the strength becomes

S = (4/3)(g_s − 1)² = 1.3395.

The rate rises to 60.57 s⁻¹, by about 0.5 per cent of its former value. Second, wavelengths in air and in vacuum differ by roughly 3 parts in 10,000. If 5303 Å is an air value, the vacuum wavelength is longer by about that fraction. Since ω³ varies as the inverse cube of the wavelength, the rate with g-factor 2 falls to 60.24 s⁻¹. With relativistic changes of the orbitals and configuration mixing also left out, the result is best quoted as about 60 s⁻¹.

**Is the quadrupole negligible?**

The M1 and E2 amplitudes lead to the same final states, so interference must be considered first. Write X_ij = ⟨f|r_i r_j|i⟩. The cross term contains the product of (n×e)·m* and Σ n_iX_ij e_j. The polarization sum replaces e_p e_j by δ_pj − n_p n_j; the second piece drops out because n×n = 0. Averaging n_q n_i over directions gives δ_qi/3. What is left contracts X_ij with the antisymmetric symbol of the vector product. Since X_ij is symmetric, the result is zero. Interference can change the angular pattern, but not the total rate.

For the E2 rate itself, the trace of X_ij may be removed, because n·e = 0. Let T = Σ_ij |X_ij|² for the traceless tensor. The polarization sum gives

Σ_j |Σ_i n_iX_ij|² − |Σ_ij n_i n_j X_ij|².

The direction averages are δ_ij/3 for two factors of n and (δ_ijδ_kl + δ_ikδ_jl + δ_ilδ_jk)/15 for four. The integral is therefore

4π(T/3 − 2T/15) = 4πT/5.

To sum T over states, use the real p orbitals, whose angular parts are √(3/4π) n_a, where n now stands for the unit vector r/|r| along the electron's position, not for the photon direction. The four-factor average gives

⟨a|n_i n_j|b⟩ = (δ_abδ_ij + δ_aiδ_bj + δ_ajδ_bi)/5.

Subtracting the trace part δ_abδ_ij/3 leaves

Q_ij = (δ_aiδ_bj + δ_ajδ_bi − (2/3)δ_abδ_ij)/5.

For fixed b, the squares summed over a, i and j are

(3 + 3 + 2 − 8/3 + 4/3)/25 = (20/3)/25 = 4/15.

The sum of Q_ijQ_ij over i and j is unchanged by rotations, so it equals 4/15 for every state of the p shell. None of this strength stays in J = 1/2: the component (x + iy)² raises M by two, which is impossible there, and the other components follow from it by commutation with J₋, which does not leave the level. The two lower states therefore give 8/15 in total, times ⟨r²⟩². Dividing by the four upper sublevels,

A(E2) = [α⁵ω³/(2π)] (ω²/4) (4π/5) (8/15)⟨r²⟩²/4 = α⁵ω⁵⟨r²⟩²/75.

A size for the 3p orbital is still needed. As a model, take a hydrogenic 3p orbital in the charge Z = 14 of the ion that remains when the electron is removed. Its radial density is proportional to r⁴(1 − Zr/6)² exp(−2Zr/3). With x = 2Zr/3, the required integrals are

∫x⁴(1 − x/4)² e⁻ˣ dx = 24 − 60 + 45 = 9,

∫x⁶(1 − x/4)² e⁻ˣ dx = 720 − 2520 + 2520 = 720.

Their ratio is 80, so ⟨r²⟩ = (9/4Z²) · 80 = 180/Z² = 0.918. The two rates then compare as

A(E2)/A(M1) = (3/25) ω²⟨r²⟩² = 0.12 · (0.08592)² · (0.918)² ≈ 7.5 × 10⁻⁴.

The model quadrupole rate is about 0.045 s⁻¹. This is an overestimate. The real 3p electron penetrates the core and feels more than the charge 14, which the hydrogenic orbital ignores; its own spin-orbit splitting would be only 0.019, against ω = 0.086. A Hartree–Fock 3p orbital has ⟨r²⟩ ≈ 0.55, which gives about 0.016 s⁻¹. Even the larger, hydrogenic ⟨r²⟩ would have to be more than thirty times larger still for the two rates to be equal. Neglecting E2 is safe at the accuracy quoted.

**Limits of the result**

If the spin g-factor were 1, the moment operator would be L + S = J, and the line strength would vanish. The magnetic-dipole decay exists because spin and orbital motion carry different ratios of magnetic moment to angular momentum.

The line strength is symmetric between the levels, but the rate is not. If the same two levels stood in reverse order with the same spacing, S would still be 4/3, while the decaying level would have g = 2. The rate would be 2α⁵ω³/9, twice the present one.

The value 4/3 contains no radial integral because L and S do not act on the radius. If the two levels have different radial functions, S is multiplied by the squared overlap, which is at most 1. If other terms mix into either level, the projection and completeness arguments must be repeated with the mixed states. The numerical output follows.

Table of computed values

```
L.S in lower level, J=1/2: -1.000000
L.S in upper level, J=3/2: 0.500000
Projection factor c of S on J in J=1/2: -0.333333
Spin strength per lower state, staying in J=1/2: 0.083333
Spin strength per lower state, going to J=3/2: 0.666667
Line strength S: 1.333333 squared Bohr magnetons
Line strength per upper sublevel: 0.333333
Input wavelength: 5303.0 angstrom
Photon energy: 2.33800 eV
Hartree energy: 27.211386 eV
Photon energy omega: 0.0859200 atomic units
Fine-structure constant alpha: 0.007297353
alpha^5: 2.06932e-11
omega^3: 6.34282e-04 atomic units
M1 rate: 1.45837e-15 atomic units
Atomic unit of time: 2.418884e-17 s
M1 rate, photon quadrature: 60.291 per s
M1 rate, SI formula: 60.291 per s
Lifetime of upper level (M1 only): 0.01659 s
Model ion charge for 3p orbital: 14
Model mean square radius: 0.9184 atomic units
Summed squared quadrupole tensor / r2^2: 0.533333
E2 rate, model estimate: 0.0450 per s
E2 rate / M1 rate: 7.47e-04
Electron spin g-factor: 2.002319
Line strength with this g-factor: 1.339525
M1 rate with this g-factor: 60.571 per s
Relative wavelength increase tried: 3.0e-04
M1 rate at the longer wavelength (g-factor 2): 60.237 per s
```
